# Why a monolayer's refractive index needs an assigned optical thickness

**Q:** I measured the reflectance of a semiconducting monolayer on oxidized silicon and want to report its refractive index. A colleague gets a different index from similar data. Since a material has one index at a given photon energy, one of us must have made an error.

**A:** Perhaps neither of you has. What thickness did each of you put into the fit?

**Q:** I used 0.65 nm, the layer spacing of the bulk crystal. She used 1.00 nm, the step height from her force microscope. But thickness is a separate matter. The index describes how light travels in the material.

**A:** That description needs enough material for light to travel in. Let us see what a very thin film does to a wave without assuming an index.

Take vacuum above, a known substrate below, and light falling normally along $+z$. I use Gaussian units and the time factor $e^{-i\omega t}$, with $k_0=\omega/c$. The film occupies $0<z<w$ and has a linear, local, laterally uniform in-plane response $\varepsilon(z)$. For fields $E_x$ and $H_y$, Maxwell's curl equations are

$$\frac{dE}{dz}=ik_0H,\qquad \frac{dH}{dz}=ik_0\,\varepsilon(z)\,E .$$

Define a length $L=\int(\varepsilon-1)\,dz$ and write $\varepsilon=1+(L/w)f(x)$, with $x=z/w$ and $\int_0^1 f\,dx=1$. Multiplying both equations by $w$ gives

$$\frac{dE}{dx}=ik_0w\,H,\qquad \frac{dH}{dx}=ik_0\,(w+Lf)\,E .$$

Now let $w\to0$ at fixed $L$. The first equation makes $E$ constant across the film. The second then integrates to $H(1)-H(0)=ik_0LE$, or

$$H_{\rm above}-H_{\rm below}=sE,\qquad s=-ik_0L .$$

The profile $f$ has dropped out, and so has $w$.

**Q:** What is $s$ physically?

**A:** A sheet conductivity. A surface current $K$ produces the jump $H_{\rm above}-H_{\rm below}=4\pi K/c$. With $K=\sigma_sE$, this gives $s=4\pi\sigma_s/c$. The current is the rate of change of the dipole moment per area, $P_s=\chi_sE$, so $K=-i\omega\chi_sE$ and

$$s=-ik_0\,4\pi\chi_s,\qquad L=4\pi\chi_s .$$

In Gaussian units $\sigma_s$ is a velocity and $\chi_s$ a length. The real part of $s$ describes absorption and the imaginary part polarization.

For the reflectance, let the incident amplitude be 1. Just above the sheet $E=1+r$ and $H=1-r$, because the magnetic field of the returning wave has the opposite sign. Just below it $H=YE$, where $Y$ is the admittance of everything underneath. The jump condition becomes

$$1-r=(Y+s)(1+r)\quad\Longrightarrow\quad r=\frac{1-Y-s}{1+Y+s},\qquad R=|r|^2 .$$

In this limit the film enters $R$ through $s$ and nothing else.

**Q:** But I fitted a uniform slab with an index, and the fit was good. Where does my index come from?

**A:** From your thickness. For a slab with index $n'$ and thickness $d'$, let $\varphi=n'k_0d'$. Solving the two field equations upward from the bottom values $E_b$ and $H_b=YE_b$ gives

$$E(0)=E_b\cos\varphi-\frac{i}{n'}H_b\sin\varphi,\qquad H(0)=H_b\cos\varphi-in'E_b\sin\varphi .$$

Their ratio is the admittance seen from above:

$$Y_{\rm top}=\frac{Y-in'\tan\varphi}{1-iY\tan\varphi/n'} .$$

For small $\varphi$, $\tan\varphi\approx\varphi$. Then $n'\tan\varphi\approx n'^2k_0d'$, while $\tan\varphi/n'\approx k_0d'$. Put $n'^2=1+L/d'$. The first quantity becomes $k_0(L+d')$ and tends to $k_0L$ as $d'\to0$; the second vanishes. Hence $Y_{\rm top}\to Y-ik_0L=Y+s$, as before. Each small $d'$ has its own index,

$$n'^2=1+\frac{L}{d'},$$

and all these slabs have the same limiting reflectance.

**Q:** "Limiting" leaves me some hope. My film has a finite thickness, so accurate data might still prefer one.

**A:** They might, and we can size the effect. The scaled equations contain $w$ as a small regular term, so corrections at fixed $L$ start at first order in $w$. With $L=0$ the layer is just vacuum, which cannot change $R$. The leading correction therefore needs both $k_0w$ and $k_0L$, and its scale is $k_0^2|L|w$.

Take $L=12+6i$ nm at 2.0 eV, where the wavelength is 619.9 nm and $k_0=0.010135\ \mathrm{nm^{-1}}$. Then

$$s=-i(0.010135)(12+6i)=0.0608-0.1216i .$$

For $w=0.65$ nm, $k_0^2|L|w$ is about $9\times10^{-4}$. As a test, the wave equation was integrated through a smooth profile on glass of index 1.46. Relative to the sheet formula, $R$ was low by 0.31 percent. With the width cut tenfold at fixed $L$, the difference fell to 0.031 percent, as a first-order correction should.

For your situation, I made synthetic data with the same 0.65 nm profile on silicon carrying 80, 130 and 40 nm of oxide. An exact slab was fitted to the first two reflectances at each assigned thickness, and the third was kept as a check.

| $d'$ (nm) | fitted $n'$ | $(n'^2-1)d'$ (nm) | error in third $R$ |
|---|---|---|---|
| 0.30 | $6.59+1.52i$ | $12.02+5.99i$ | 0.065% |
| 0.65 | $4.53+1.02i$ | $12.00+6.00i$ | below 0.001% |
| 1.00 | $3.69+0.81i$ | $11.98+6.01i$ | −0.065% |

The real part of the index changes from 6.59 to 3.69, while $L$ stays within 0.03 nm of its input.

**Q:** The middle row does fit best.

**A:** In noiseless data, yes, but only because the profile I used is symmetric. To this order the data sense the mean height of the response above the oxide, which for a uniform slab is half its thickness. A film of the same width with its response weighted toward one face would favour a different $d'$. Even to use the preference in that limited sense, you would have to trust the third reflectance to better than a tenth of a percent, and know the rest of the stack equally well. In this example, a 0.3 nm air gap under the film shifts the inferred $L$ by $0.04-0.02i$ nm. Neglecting the film's own thickness causes a shift of the same size.

**Q:** Then I will keep 0.65 nm, which at least comes from the crystal. Is that wrong?

**A:** No. An index quoted with its thickness is a legitimate code for $L$. The harm comes from separating the pair. Suppose your colleague takes your $n'=4.53+1.02i$ and inserts her 1.00 nm. She has multiplied $L$ by $1.00/0.65=1.54$. On 80 nm of oxide the contrast $R/R_0-1$, with $R_0$ the bare-stack reflectance, should be −0.401. Her calculation gives −0.570, a discrepancy that comes only from the mismatched thickness.

**Q:** All right, I shall report $L$. One reflectance measurement gives it to me?

**A:** One reflectance is one real number, and $L$ has two parts. To see what remains open, set $u=s+Y$. The formula for $R$ says $|1-u|^2=R\,|1+u|^2$. Expanding both sides and collecting terms,

$$(1-R)(1+|u|^2)=2(1+R)\,{\rm Re}\,u .$$

With $C=(1+R)/(1-R)$ this is $|u|^2-2C\,{\rm Re}\,u+1=0$, or $|u-C|^2=C^2-1$. Since $C^2-1=4R/(1-R)^2$, $s$ lies on a circle with

$$\text{centre } \frac{1+R}{1-R}-Y,\qquad \text{radius } \frac{2\sqrt R}{1-R} .$$

On 80 nm of oxide the bare stack has $R_0=0.1355$ and $Y=0.622+0.497i$. The data give $R/R_0=0.5995$, so $R=0.0812$. The centre is then $0.555-0.497i$ and the radius 0.620.

This circle crosses the lossless line ${\rm Re}\,s=0$. The crossing nearer the origin corresponds to a real $L$ of about 22 nm. A film with no absorption at all thus gives nearly the same reading: a 0.65 nm slab with this $L$ has $R/R_0=0.601$. On 130 nm of oxide the two films are easily told apart, with 1.55 for the lossless film against 1.10 for the absorbing one.

**Q:** So a second oxide thickness settles it.

**A:** Nearly. Two circles generally meet in two points. Here these are $L=12.04+5.98i$ nm and $L=30.68+113.15i$ nm. The 40 nm oxide decides: the first candidate misses its reflectance by 0.12 percent and the second by 3.4 percent.

**Q:** I expected a bigger difference between two such unlike films.

**A:** The geometry explains it. The two intersections are mirror images in the line through the circle centres. A third circle centred on that line and passing through one of them would pass through both. From the printed data, the third centre is $0.326-1.422i$. It lies only about 0.07 from the line, while its radius is about 1.3. These oxides discriminate, but not generously, and all three reflectances must be good to about a percent, since errors in the first two move the intersections themselves.

Absorption offers another check. The unwanted candidate has ${\rm Re}\,s=k_0\,{\rm Im}\,L=1.15$. Let us see what that would mean for a free-standing film.

**Q:** What changes without a substrate?

**A:** Then $Y=1$, so $r=-s/(2+s)$. Continuity of $E$ gives the transmitted amplitude $t=1+r=2/(2+s)$. Hence

$$R=\frac{|s|^2}{|2+s|^2},\qquad T=\frac{4}{|2+s|^2} .$$

Since $|2+s|^2=4+4\,{\rm Re}\,s+|s|^2$, the absorbed fraction is

$$A=1-R-T=\frac{4\,{\rm Re}\,s}{|2+s|^2},\qquad \frac{A}{T}={\rm Re}\,s,\qquad \frac{4R}{T}=|s|^2 .$$

The unwanted candidate, with $s=1.15-0.31i$, would absorb about 46 percent of the light. Our film absorbs 5.7 percent. Integration through its smooth profile gives $A/T=0.0608$ and $2\sqrt{R/T}=0.1360$, which agree with ${\rm Re}\,s$ and $|s|$.

The sign of ${\rm Im}\,s$ is still missing, because $R$ and $T$ are unchanged when $s$ is replaced by $s^*$. Reversing the sign of ${\rm Re}\,L$ in the integration left $R$ at 0.00434 and changed $T$ from 0.93859 to 0.93857. A substrate that shifts the phase can supply the sign.

**Q:** Could I avoid circles by using a formula linear in $s$? The film is a weak perturbation.

**A:** Sometimes. Differentiating $r$ at $s=0$,

$$\delta r=-\frac{(1+Y)+(1-Y)}{(1+Y)^2}\,s=-\frac{2s}{(1+Y)^2}=-\frac{s}{2}(1+r_0)^2,$$

because $1+r_0=2/(1+Y)$. To first order $\Delta R/R_0=2\,{\rm Re}(\delta r/r_0)$, so

$$\frac{\Delta R}{R_0}=-{\rm Re}\!\left[s\,\frac{(1+r_0)^2}{r_0}\right].$$

For a transparent substrate of index $n$, $r_0=(1-n)/(1+n)$ and $(1+r_0)^2/r_0=-4/(n^2-1)$. The contrast becomes $4\,{\rm Re}\,s/(n^2-1)$, which contains absorption alone. On oxidized silicon $r_0$ is complex, so both parts of $s$ contribute.

On our glass the linear formula gives 0.215, while the smooth film gives 0.280. The reason is visible in the sheet formula:

$$R=\frac{(n-1+{\rm Re}\,s)^2+({\rm Im}\,s)^2}{(n+1+{\rm Re}\,s)^2+({\rm Im}\,s)^2} .$$

With ${\rm Im}\,s$ removed, the contrast would be 0.221; with it, the sheet gives 0.284. The second-order term counts because $|{\rm Im}\,s|=0.12$ is not very small beside $n-1=0.46$. A weak film does not guarantee a small relative change when the bare reflection is weak too.

**Q:** If all this is right, how can a bulk crystal have an index?

**A:** In a thicker film the internal phase matters. From $n'^2=1+L/d'$,

$$\varphi^2=n'^2k_0^2d'^2=k_0^2(d'^2+Ld') .$$

At fixed $L$, the thickness enters $Y_{\rm top}$ through this phase and through the quantity $\tan\varphi/n'$, which vanished in the thin limit. For $N$ layers with additive response, both $L$ and $d'$ grow as $N$, so $\varphi^2$ grows as $N^2$.

I doubled the assumed thickness at fixed total $L$ and took the largest relative change of $R$ among the three oxides. It was 0.16 percent for one layer, 22 percent for ten and 11 percent for thirty. The change is not monotonic, but for ten or thirty layers it is far from negligible. Index and thickness then have separate effects, and enough independent data can distinguish them.

**Q:** How close are your numbers to a real monolayer?

**A:** They are round values in the rough regime of a transition-metal dichalcogenide such as MoS$_2$ near a visible exciton, not a measurement. The substrate indices, 1.46 for oxide and $3.90+0.02i$ for silicon, are rough as well. The model assumes that the film has the same $L$ on all three oxides. Real samples can break this through strain, charge or temperature.

For scale, suppose one exciton line of half width 25 meV, centred at the photon energy, supplies all of ${\rm Im}\,L$. This exaggerates its share if other transitions also absorb. The line contributes

$$L_{\rm line}=\frac{6i\ \mathrm{nm}}{1+i(E_0-E)/\Gamma},$$

where $E_0$ is its energy, $E$ the photon energy and $\Gamma$ the half width. Heating by 10 K at an assumed 0.4 meV/K lowers $E_0$ by 4 meV. Then $L$ changes by $-0.94-0.15i$ nm, far more than the finite-thickness effect.

**Q:** And my microscope objective? The light is not all at normal incidence.

**A:** With a uniformly filled aperture of 0.5, using the normal-incidence formula shifts the inferred $L$ by $-0.97+0.11i$ nm. The reflectance model should then be averaged over the same cone. Changing the film's out-of-plane permittivity from its in-plane value to 6 made no difference at the printed precision, so here the cone matters and that anisotropy does not.

Other errors, at the sizes taken here, are smaller; they grow roughly in proportion, so an oxide thickness wrong by about 5 nm would matter as much as the cone. Oxides all 1 nm thicker than assumed shift $L$ by $0.24+0.03i$ nm. Ratios $R/R_0$ read 1 percent high shift it by $0.08-0.32i$ nm. A 0.3 nm water film underneath shifts it by $0.27-0.02i$ nm, mostly because the water has its own $L=(1.33^2-1)\times0.3=0.23$ nm. Reflectance adds that to the monolayer's response.

**Q:** Then what should I write in my report?

**A:** For this example, write $L=4\pi\chi_s=12+6i$ nm at 2.0 eV, with the temperature and substrate. Equivalently, $\sigma_s=(0.66-1.33i)\,e^2/\hbar$, or $161-323i$ microsiemens in SI units. If a reader's software requires an index, add "$n'=4.53+1.02i$ for an assigned thickness of 0.65 nm". Your colleague can convert that to her thickness through $L$, and the two indices need not agree. The numerical output below gives the values used here.

## Values computed for the example and the checks

```
photon energy 2.0 eV, wavelength 619.9 nm
k0 = 0.010135 1/nm, profile width = 0.65 nm
input L = 12.00+6.00i nm, chi_s = 0.955+0.477i nm
s = 4 pi sigma_s/c = 0.0608-0.1216i
sigma_s = 0.663-1.326i e^2/hbar
sigma_s in SI = 161.4-322.8i microsiemens
k0^2 |L| width = 8.96e-04
index: oxide 1.46, glass 1.46, Si 3.90+0.02i
glass: R smooth 0.04477, R sheet 0.04491
glass: relative error, width 0.65 nm: -3.07e-03
glass: relative error, width 0.065 nm: -3.06e-04
glass contrast: linear 0.215, full 0.280
free film: R 0.00434, T 0.93859, A 0.05707
free film: A/T 0.0608, 2 sqrt(R/T) 0.1360, |s| 0.1360
free film, Re L reversed: R 0.00434, T 0.93857
oxide 80 nm: Y 0.622+0.497i, bare R 0.1355, R/R0 0.5995
oxide 130 nm: Y 0.610-0.457i, bare R 0.1288, R/R0 1.1016
oxide 40 nm: Y 1.334+1.422i, bare R 0.2855, R/R0 0.8693
chosen L = 12.04+5.98i nm, third-oxide misfit 0.12 %
rejected L = 30.68+113.15i nm, third-oxide misfit 3.43 %
lossless L with same R on 80 nm oxide = 21.66 nm
lossless film R/R0 (slab): 80 nm 0.6013, 130 nm 1.5524
assigned d 0.30 nm: n' 6.59+1.52i, L 12.02+5.99i nm, third-oxide misfit 0.065 %
assigned d 0.65 nm: n' 4.53+1.02i, L 12.00+6.00i nm, third-oxide misfit -0.000 %
assigned d 1.00 nm: n' 3.69+0.81i, L 11.98+6.01i nm, third-oxide misfit -0.065 %
80 nm oxide: contrast -0.401, mixed d -0.570
1 layers: R change on doubling d, fixed L: 0.16 %
10 layers: R change on doubling d, fixed L: 21.75 %
30 layers: R change on doubling d, fixed L: 10.63 %
L shift, finite thickness: 0.04-0.02i nm
L shift, aperture 0.5, eps_z 6: -0.97+0.11i nm
L shift, same aperture, isotropic slab: -0.97+0.11i nm
L shift, air gap 0.3 nm: 0.04-0.02i nm
L shift, water film 0.3 nm: 0.27-0.02i nm
water film's own L: 0.231 nm
L shift, oxides 1 nm thicker than assumed: 0.24+0.03i nm
L shift, R/R0 read 1 % high: 0.08-0.32i nm
exciton: half width 25 meV, drift 0.4 meV/K
L change, 10 K heating: -0.94-0.15i nm
```
